\section*{Wannier functions of a one-dimensional crystal: hopping elements and gauge freedom, part 2}

We study Wannier functions of a one-dimensional crystal with lattice constant $a$, closed into a ring of $N$ cells. Hartree atomic units are used (lengths in bohr, energies in Ha), with $H=-\tfrac12\,d^2/dx^2+V(x)$ and $V(x+a)=V(x)$. Lattice vectors $R=na$ are counted modulo $Na$. The mesh is the $N$ distinct values $k=2\pi j/(Na)$ with integer $j$; $G$ is a multiple of $2\pi/a$, and $k+G$ labels the same state as $k$.

Bloch states obey $H\psi_{nk}=\varepsilon_n(k)\psi_{nk}$ and $\psi_{nk}(x+R)=e^{ikR}\psi_{nk}(x)$, with norm 1 per cell. Inner products run over the ring, so $\langle\psi_{nk}|\psi_{mk'}\rangle=N\delta_{kk'}\delta_{nm}$. The lattice sums are
\begin{equation}
\sum_k e^{ik(R-R')}=N\delta_{RR'},\qquad \sum_R e^{i(k-k')R}=N\delta_{kk'}.
\label{sums}
\end{equation}
The Wannier function of band $n$ at site $R$ is
\begin{equation}
w_{nR}(x)=\frac1N\sum_k e^{-ikR}\,\psi_{nk}(x).
\label{def}
\end{equation}
These functions are orthonormal, $w_{nR}(x)=w_{n0}(x-R)$, and $\sum_R e^{ikR}w_{nR}=\psi_{nk}$. Matrix elements of $H$ between different bands vanish. Within a band,
\begin{equation}
t_n(R)\equiv\langle w_{n0}|H|w_{nR}\rangle=\frac1N\sum_k e^{-ikR}\varepsilon_n(k),
\label{t}
\end{equation}
\begin{equation}
\sum_R t_n(R)e^{ik'R}=\frac1N\sum_k\varepsilon_n(k)\,N\delta_{kk'}=\varepsilon_n(k').
\label{series}
\end{equation}
For real $H$, $t_n$ is real and even.

For a single band the band index is dropped. A change of gauge $\tilde\psi_k=e^{i\theta(k)}\psi_k$, with real $\theta$, leaves $t(R)$ unchanged but gives new functions:
\begin{equation}
\tilde w_0=\frac1N\sum_k e^{i\theta(k)}\sum_R e^{ikR}w_R=\sum_R c(R)\,w_R,\qquad
c(R)=\frac1N\sum_k e^{i\theta(k)+ikR}.
\label{conv}
\end{equation}
For $\theta=ka$, $\tilde w_0=w_{-a}$. For $\theta=\alpha\sin ka$ and large $N$, $c(na)=J_{-n}(\alpha)$, a Bessel function. If also $w_0$ is real, even and negligible far from the origin, and $c(R)$ is negligible near $|R|=Na/2$, the centre stays at zero and the root-mean-square width $\sigma$ becomes $\tilde\sigma$, with
\begin{equation}
\tilde\sigma^2=\sigma^2+\tfrac12\alpha^2a^2 .
\label{width}
\end{equation}

\section{The infinite chain and the free-electron limit}

As $N\to\infty$ the mesh spacing $2\pi/(Na)$ goes to zero and $N^{-1}\sum_k\to(a/2\pi)\int dk$ over one zone, provided the summand is piecewise continuous in $k$. For $w_0$ this is a condition on the gauge: with independent random phases the function spreads over all $N$ cells and its value at any point tends to zero. For such a piecewise continuous gauge,
\begin{equation}
t_\infty(R)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{-ikR}\varepsilon(k)\,dk,\qquad
w_0(x-R)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{-ikR}\psi_k(x)\,dk .
\label{inf}
\end{equation}
The energy is periodic in $k$, because $k$ and $k+G$ define the same Bloch condition. If it is continuous and piecewise smooth, it equals its Fourier series $\sum_{R'}t_\infty(R')e^{ikR'}$ over all lattice vectors of the infinite chain. Inserting the series into Eq.~\eqref{t}, Eq.~\eqref{sums} selects the $R'$ that equal $R$ modulo $Na$:
\begin{equation}
t_N(R)=\sum_{m=-\infty}^{\infty}t_\infty(R+mNa).
\label{alias}
\end{equation}
On a small ring an electron reaches $R$ also by going around, and a finite mesh cannot separate these paths. Off the mesh $e^{ikR}$ is no longer unchanged by $R\to R+Na$, so $R$ must be taken between $-Na/2$ and $Na/2$. For even $N$ the two ends $R=\pm Na/2$ are the same site of the ring, and each is given weight $\tfrac12$; this reproduces the mesh values and keeps the series real. The series built from $t_N$ is then an interpolation, accurate when $t_\infty$ is negligible near and beyond $|R|=Na/2$.

Equation~\eqref{inf} also shows what controls decay. For a periodic $f(k)$ with $p$ continuous derivatives, $p$ integrations by parts leave no boundary terms and give $\int e^{-ikR}f\,dk=(iR)^{-p}\int e^{-ikR}f^{(p)}dk$, so the coefficient falls at least as fast as $|R|^{-p}$. The decay of $t$ is set by the smoothness of $\varepsilon(k)$, which is fixed by the crystal. The decay of $w_0$ is set by the smoothness of $\psi_k(x)$ in $k$, including across the zone boundary, which depends on the gauge. A short-ranged $t$ therefore does not show that the functions used are localized.

The limit $V=0$ tests this. The lowest band is $\psi_k=e^{ikx}/\sqrt a$ with $\varepsilon=k^2/2$ for $|k|\le\pi/a$. Then $w_0=(\sqrt a/2\pi)\int e^{ikx}dk=\sqrt a\,\sin(\pi x/a)/(\pi x)$. With $\varphi=ka$, two integrations by parts give $\int_{-\pi}^{\pi}\varphi^2\cos n\varphi\,d\varphi=-(2/n)\int_{-\pi}^{\pi}\varphi\sin n\varphi\,d\varphi=4\pi(-1)^n/n^2$, so
\begin{equation}
t_\infty(na)=\frac{1}{4\pi a^2}\int_{-\pi}^{\pi}\varphi^2\cos n\varphi\,d\varphi=\frac{(-1)^n}{n^2a^2}\quad(n\neq0),\qquad t_\infty(0)=\frac{\pi^2}{6a^2}.
\end{equation}
The band touches the next one at the zone boundary and has a kink there. All the theorems hold, but the hopping falls only as $1/n^2$ and $w_0$ as $1/x$, with $t(2a)/t(a)=-1/4$.

In three dimensions $kR$ becomes $\mathbf k\cdot\mathbf R$, Eq.~\eqref{sums} is a product of three geometric series, and $a/2\pi$ becomes the cell volume divided by $(2\pi)^3$. The derivations of orthonormality, translation, the Fourier relation between $t$ and $\varepsilon$ and its gauge independence are otherwise unchanged. Decay is still tied to smoothness in $\mathbf k$, but in two and three dimensions an isolated band need not admit a gauge that is smooth and periodic over the whole zone; a band with a nonzero Chern number has none.

\section{Where gauge independence ends: several bands}

For a group of $J$ bands one may mix states at the same $k$ with a $J\times J$ unitary matrix, $\tilde\psi_{nk}=\sum_m\psi_{mk}U_{mn}(k)$, and define $\tilde w_{nR}$ from $\tilde\psi_{nk}$ by Eq.~\eqref{def}. The mixed states keep the Bloch condition, and their overlap is $N\delta_{kk'}\sum_pU_{pm}^*U_{pn}=N\delta_{kk'}\delta_{mn}$, so orthonormality and translation covariance survive. They are no longer eigenstates of $H$. Instead $\langle\tilde\psi_{mk}|H|\tilde\psi_{nk'}\rangle=N\delta_{kk'}\sum_pU^*_{pm}\varepsilon_pU_{pn}$, and
\begin{equation}
H_{mn}(R)\equiv\langle\tilde w_{m0}|H|\tilde w_{nR}\rangle=\frac1N\sum_ke^{-ikR}\,[U^\dagger(k)\,\varepsilon(k)\,U(k)]_{mn},
\end{equation}
with $\varepsilon(k)$ the diagonal matrix of energies. For diagonal $U$ the phases cancel and the single-band result returns. For general $U$ the elements depend on $U$. Two things remain fixed. The trace of $U^\dagger\varepsilon U$ equals that of $\varepsilon UU^\dagger=\varepsilon$, so $\sum_nH_{nn}(R)=\sum_nt_n(R)$. By Eq.~\eqref{sums}, $\sum_RH(R)e^{ikR}=U^\dagger\varepsilon U$, whose eigenvalues are the band energies. For two bands and a constant rotation, $\tilde\psi_1=\cos\beta\,\psi_1+\sin\beta\,\psi_2$ and $\tilde\psi_2=-\sin\beta\,\psi_1+\cos\beta\,\psi_2$, multiplying out gives
\begin{equation}
H_{11}=\cos^2\!\beta\,t_1+\sin^2\!\beta\,t_2,\quad
H_{22}=\sin^2\!\beta\,t_1+\cos^2\!\beta\,t_2,\quad
H_{12}=\sin\beta\cos\beta\,(t_2-t_1).
\label{rot}
\end{equation}
At $\beta=0$ nothing is mixed, and at $\beta=\pi/2$ the bands exchange labels. A single hopping element of a multi-orbital Wannier model is thus not a property of the crystal alone.

\section{Fixing the sign of the exponent}

When $\varepsilon(k)$ is even, $e^{-ikR}$ and $e^{+ikR}$ in Eq.~\eqref{t} give the same numbers and a sign error stays hidden. A constant vector potential exposes it. Let $H_A=\tfrac12(p+A)^2+V$ with $p=-i\,d/dx$. Since $(p+A)e^{-iAx}\phi=e^{-iAx}p\,\phi$, one has $H_Ae^{-iAx}\phi=e^{-iAx}H\phi$. With $\phi=\psi_{k+A}$, the function $e^{-iAx}\psi_{k+A}$ has Bloch factor $e^{ikR}$ and energy $\varepsilon_A(k)=\varepsilon(k+A)$. Substituting $k'=k+A$ in Eq.~\eqref{inf}, and using periodicity to restore the limits,
\begin{equation}
t_{A}(R)=e^{iAR}\,t_\infty(R).
\label{A}
\end{equation}
This does not contradict the gauge independence shown above. The factor $e^{-iAx}$ depends on position and changes the Hamiltonian, whereas $e^{i\theta(k)}$ is a number that leaves it alone.

\section{Worked example}

Choose $V(x)=-V_0\cos(2\pi x/a)$ with $a=7.5$ bohr $=3.969$ \AA, $V_0=0.2$ Ha and $N=20$. The lowest band runs from $\varepsilon(0)=-0.05067140$ Ha to $\varepsilon(\pi/a)=-0.02462081$ Ha, a width of $0.02605059$ Ha or $0.7089$ eV. The second band starts at $0.17142178$ Ha, so the gap is $0.196043$ Ha and the lowest band is nondegenerate at every $k$.

The reference gauge is $\psi_k(0)>0$. It exists here. In the plane-wave basis $e^{i(k+G)x}$ the Hamiltonian is real with off-diagonal elements $-V_0/2$ or zero, so replacing real coefficients $c_G$ by $|c_G|$ cannot raise the energy; the nondegenerate lowest state therefore has coefficients of one sign, and $\psi_k(0)\propto\sum_Gc_G\neq0$. Both $\psi_k(x)^*$ and $\psi_k(-x)$ are lowest eigenstates at $-k$ and are positive at the origin, so both equal $\psi_{-k}(x)$. Summing over the mesh, which is symmetric under $k\to-k$ modulo $G$, makes $w_0$ real and even. Numerically $w_0(0)=0.55141$ and $w_0(a)=-0.01192$ bohr$^{-1/2}$; the negative lobe on the neighbour is what allows orthogonality to $w_a$.

The matrix elements, in Ha, are
\begin{align*}
t(0)&=-0.038427441, & t(a)&=-0.006474886, & t(2a)&=0.000386258,\\
t(3a)&=-0.000037191, & t(4a)&=0.000004332, & t(5a)&=-0.000000559.
\end{align*}
The signs alternate as for free electrons, but $t(2a)/t(a)=-0.05965$ against $-1/4$. At $k=0$ the five hoppings add to $-0.006122046$, and Eq.~\eqref{series} gives $-0.038427441+2(-0.006122046)=-0.05067153$ Ha, against $-0.05067140$. At $k=\pi/a$ the factor $(-1)^n$ makes every term positive, their sum is $0.006903226$, and the series gives $-0.038427441+0.013806452=-0.02462099$ Ha, against $-0.02462081$. The remainders belong to $n\ge6$. The nearest-neighbour width $4|t(a)|=0.02589954$ Ha falls short of the true width, which by subtraction of the two series is $-4[t(a)+t(3a)+\dots]$.

For $N=4$, Eq.~\eqref{alias} collects $n=1,-3,5,-7,\dots$, which for even $t$ is the same sum over odd $n$. Its first terms are $-0.006512078-0.000000559=-0.006512637$ Ha, and direct quadrature on the four-cell ring gives $-0.006512648$ Ha. Four times the modulus of this number is $0.02605059$ Ha, the band width. Equation~\eqref{t} says the same: on the mesh $ka=0,\pm\pi/2,\pi$ the terms $\mp i\,\varepsilon(\pm\pi/2a)$ cancel and $t_4(a)=[\varepsilon(0)-\varepsilon(\pi/a)]/4$.

At the off-mesh point $k=0.37\pi/a=0.154985$ bohr$^{-1}$ the energy is $-0.04403067$ Ha. The cosine series built from the $N=20$ elements and cut at $n=1,2,3,9$ errs by $4.6\times10^{-4}$, $-6.9\times10^{-5}$, $1.4\times10^{-6}$ and $-3.0\times10^{-11}$ Ha. The third error is well below $2t(4a)$ because $\cos4ka=\cos1.48\pi$ happens to be close to zero.

Four gauges give $t(0)=-0.038427441$ Ha and $t(a)=-0.006474886$ Ha in every printed digit, with very different functions. The reference function has centre $0$, width $1.4457$ bohr and weight $0.986$ in the home cell $|x|<a/2$. For $\theta=ka$ the width is the same, the centre is $-7.5$ bohr, and the home-cell weight $0.007$ is the tail of the reference function in one neighbouring cell, consistent with $0.986+2(0.007)=1.000$. For $\theta=\sin ka$ the weight is $0.581$, close to $J_0(1)^2=0.76520^2=0.586$, and Eq.~\eqref{width} predicts $1.4457^2+7.5^2/2=2.090+28.125=30.215$ bohr$^2$, whose root is the computed $5.4968$ bohr. For one draw of random phases the weight is $0.059$. Averaging over independent phases removes the terms $k\neq k'$ in $|\tilde w_0|^2$ and leaves $N^{-2}\sum_k|\psi_k|^2$, whose weight in every cell is $1/N=1/20$; a single draw is close to $|c(0)|^2$, the squared modulus of an average of $N$ random phases, which scatters by about as much as its mean, so the closeness of $0.059$ to $0.05$ is partly chance.

On the same mesh the second band has $t_2(0)=0.23903657$ Ha and $t_2(a)=0.03860418$ Ha. These values belong to $N=20$. The gap to the third band at $k=0$ is only $0.051$ Ha, so $t_2$ decays slowly, and by Eq.~\eqref{alias} both numbers lie about $4\times10^{-6}$ Ha above their infinite-chain values $0.23903241$ and $0.03859980$ Ha. The rotated elements below carry shifts of the same order. A rotation by $\beta=\pi/6$ in Eq.~\eqref{rot} gives
\begin{align*}
H_{11}(0)&=0.75(-0.03842744)+0.25(0.23903657)=0.03093856\ \text{Ha},\\
H_{11}(a)&=0.75(-0.00647489)+0.25(0.03860418)=0.00479488\ \text{Ha},\\
H_{12}(a)&=0.433013\,(0.03860418+0.00647489)=0.0195198\ \text{Ha}.
\end{align*}
The nearest-neighbour element has changed sign. With $H_{22}(a)=0.02733441$ Ha the trace is $0.0321293$ Ha, equal to $t_1(a)+t_2(a)$.

For $A=0.05$ bohr$^{-1}$, $Aa=0.375$ rad, and quadrature gives $t_A(a)=-0.006024931-0.002371573\,i$ Ha. The squares of the two parts add to $4.1924\times10^{-5}$ Ha$^2$, which is $t(a)^2$, and the phase of $t_A(a)/t(a)$ is $+0.375000$ rad, as Eq.~\eqref{A} requires. On a ring the terms of Eq.~\eqref{alias} carry the different phases $e^{iA(R+mNa)}$, so the relation holds only when aliasing is negligible; for $N=4$ the phase is $0.369$ rad.

The numerical check below computes the two sides by different routes. The Bloch states come from 25 plane waves, the Wannier functions are summed from the definition on a grid of 64 points per cell, and their overlaps and matrix elements are obtained by quadrature with a finite-difference Hamiltonian. The energies of the lowest band in the Fourier sum come from integrating the Schr\"odinger equation across one cell: the matrix that carries $(\psi,\psi')$ from $0$ to $a$ has the Bloch solutions as eigenvectors, with eigenvalues $e^{\pm ika}$, so half its trace is $\cos ka$, which is solved for the energy. With $z=\pi x/a$ and $E_R=\pi^2/(2a^2)=0.087730$ Ha the equation becomes $\psi_{zz}+(E/E_R+2q\cos2z)\psi=0$ with $q=V_0/(2E_R)=1.139863$, the Mathieu equation, whose characteristic values check the band edges. The zone integral is done by Gauss--Legendre quadrature. The program also tests the lattice sums, inversion, translation, Eqs.~\eqref{conv}, \eqref{alias}, \eqref{rot} and \eqref{A}, and mixing by random unitary matrices. In all four gauges the overlap matrix differs from the identity by at most $5\times10^{-15}$ and the Hamiltonian matrix from the Fourier sum by about $10^{-13}$ Ha.

\section*{Computed values}
\begin{verbatim}
a = 7.5 bohr = 3.969 angstrom, V0 = 0.2 Ha, N = 20
grid points per cell = 64, plane waves = 25, 1 Ha = 27.2114 eV
E_R = pi^2/(2a^2) = 0.087730 Ha, Mathieu q = 1.139863
band 1 bottom eps(0) = -0.05067140 Ha, top eps(pi/a) = -0.02462081 Ha
band 1 width = 0.02605059 Ha = 0.7089 eV
band 2 bottom = 0.17142178 Ha, gap = 0.196043 Ha
gauge theta = alpha sin(ka): alpha = 1.0
real: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.986, max err S 5e-15, H 1e-13 Ha
  centre = 0.0000 bohr, rms width = 1.4457 bohr
sin: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.581, max err S 2e-15, H 1e-13 Ha
  centre = 0.0000 bohr, rms width = 5.4968 bohr
wind: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.007, max err S 4e-15, H 1e-13 Ha
  centre = -7.5000 bohr, rms width = 1.4457 bohr
random: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.059, max err S 2e-15, H 1e-13 Ha
real gauge: w0(0) = 0.55141, w0(a) = -0.01192 bohr^-1/2
J_0, J_1, J_2 (alpha) = 0.76520, 0.44005, 0.11490
t(0a): quadrature -0.038427441, k-sum -0.038427441, integral -0.038427441 Ha
t(1a): quadrature -0.006474886, k-sum -0.006474886, integral -0.006474886 Ha
t(2a): quadrature 0.000386258, k-sum 0.000386258, integral 0.000386258 Ha
t(3a): quadrature -0.000037191, k-sum -0.000037191, integral -0.000037191 Ha
t(4a): quadrature 0.000004332, k-sum 0.000004332, integral 0.000004332 Ha
t(a) = -0.17619 eV, 4|t(a)| = 0.02589954 Ha, t(2a)/t(a) = -0.05965
N=4: t(a) = -0.006512648 Ha, t_inf(a)+t_inf(3a) = -0.006512078 Ha
N=4: t_inf(5a) = -0.000000559 Ha
k = 0.37 pi/a = 0.154985 bohr^-1, shooting eps = -0.04403067 Ha
  series to n=1: -0.04357042 Ha, error 4.6e-04 Ha
  series to n=2: -0.04409924 Ha, error -6.9e-05 Ha
  series to n=3: -0.04402925 Ha, error 1.4e-06 Ha
  series to n=9: -0.04403067 Ha, error -3.0e-11 Ha
band 2: t2(0) = 0.23903657 Ha, t2(a) = 0.03860418 Ha
beta = pi/6 = 0.523599 rad, cos^2 = 0.75, sin^2 = 0.25, sin cos = 0.433013
R=0a: H11 = 0.03093856, H22 = 0.16967057, H12 = 0.12014544 Ha
R=0a: trace rotated = 0.20060913, t1+t2 = 0.20060913 Ha
R=1a: H11 = 0.00479488, H22 = 0.02733441, H12 = 0.01951981 Ha
R=1a: trace rotated = 0.03212930, t1+t2 = 0.03212930 Ha
A = 0.05 bohr^-1, A a = 0.3750 rad
t_A(a): Re = -0.006024931 Ha, Im = -0.002371573 Ha
arg[t_A(a)/t(a)] = 0.375000 rad
\end{verbatim}
